Grun Range of 50 keV Electrons in Silicon

**Question**

A 50 keV electron beam strikes a thick piece of silicon at normal incidence, as in electron-beam lithography. The scale of its penetration is to be estimated with the Grun range formula

R_G = k E^1.75 / ρ.

This is a relation between numbers: E is the kinetic energy in keV, ρ the mass density in g/cm³, and R_G is obtained in µm. In these units k = 0.0398. The value is an empirical fit for light targets, silicon among them, at beam energies of roughly 5 to 25 keV. The density of silicon is 2.33 g/cm³.

The range is defined through the depth-dose curve, which is the energy deposited per unit depth, summed over all lateral positions. This curve rises from the surface to a maximum and then falls. R_G is the depth at which the nearly straight falling part, extended as a line, reaches zero.

**(a) Express k as a mass per area, and calculate R_G without using a calculator's power key.**

*Model answer.* Multiplying the formula by ρ leaves k E^1.75 on the right, so k carries the unit µm·g/cm³. Since 1 µm = 10⁻⁴ cm,

1 µm·g/cm³ = 10⁻⁴ g/cm² = 100 µg/cm²,

and therefore

k = 0.0398 µm·g/cm³ = 3.98 µg/cm².

The quantity ρR_G is a mass range: the mass of material, per unit area, that lies above the depth R_G.

For the power, write 1.75 = 2 − 1/4. Then

50^1.75 = 50² / 50^(1/4).

The fourth root is the square root taken twice:

√50 = 7.0711, √7.0711 = 2.6591.

Hence

50^1.75 = 2500 / 2.6591 ≈ 940.2,

k E^1.75 = 0.0398 × 940.2 ≈ 37.42 µm·g/cm³,

R_G = 37.42 / 2.33 ≈ 16.06 µm.

The penetration scale is about 16 µm, or a mass range of about 3.74 mg/cm². The further digits are useful for following the arithmetic; the accuracy of the physical estimate is the subject of part (b).

**(b) Why does the density enter as 1/ρ? How sensitive is the result to E, ρ and k? Give the ranges at 25 and 100 keV.**

*Model answer.* Consider one kind of target atom at two different densities. An electron loses energy and is deflected in encounters with atoms. If the encounters are independent, the number of them per unit length is proportional to the number of atoms per unit volume, and so to ρ. Doubling ρ halves the distance between encounters but leaves the sequence of losses and deflections statistically unchanged. Every trajectory is then the same figure drawn at half the size, and every length derived from it, R_G included, scales as 1/ρ. The argument compares equal atoms. It does not show that different elements share the same k.

For small changes, take the logarithm of the formula:

ln R_G = ln k + 1.75 ln E − ln ρ.

Differentiation gives

dR_G/R_G = dk/k + 1.75 dE/E − dρ/ρ.

A 1% increase in energy raises the range by 1.75%, or about 0.28 µm here. A 1% increase in density lowers it by 1%.

For a large change in energy the power itself must be used. Doubling E multiplies the range by

2^1.75 = 3.364.

Thus R_G = 16.06/3.364 ≈ 4.77 µm at 25 keV, and R_G = 16.06 × 3.364 ≈ 54.0 µm at 100 keV, with k and ρ held fixed.

The coefficient matters more than small errors in E or ρ. Another value in use is k = 0.0457, which is 14.8% larger than 0.0398. It comes from Grun's original measurements in air, so part of the gap reflects the different target rather than an uncertainty of the fit for silicon. As R_G is proportional to k, the range at 50 keV becomes 18.4 µm. The statement "near 16 µm" therefore belongs to the coefficient 0.0398. In addition, 50 keV lies outside the interval in which that coefficient was fitted, so the formula is being extrapolated.

**(c) The Bethe law for the energy lost per unit path length can be written**

S(E) = C L(E) / β²,

**where β is the electron speed divided by the speed of light, C is a constant for the target, and L is a positive, slowly increasing logarithmic factor. Show that, apart from the effect of a low-energy cut-off, the path length grows with an exponent below 2. At 50 keV in silicon, S = 1.207 keV/µm and the path length down to 1 keV is 23.99 µm. Find the local exponent.**

*Model answer.* In the continuous-loss approximation an electron loses energy smoothly at the rate S. It covers the path element ds = dE'/S(E') while losing dE', so the length travelled between the initial energy E and a low cut-off E_c is

P(E) = ∫ dE'/S(E'), from E_c to E.

The local exponent n is the slope of ln P against ln E:

n = d ln P / d ln E = (E/P)(dP/dE).

The derivative of the integral with respect to its upper limit is 1/S(E). Therefore

n = E / (S P).

At low speed E = mv²/2, so β² is proportional to E. If L were constant as well, 1/S would be proportional to E and P to E², apart from the cut-off. Two effects reduce this exponent.

The first is relativity. Let τ = E/(mc²). Then

β² = τ(τ + 2)/(τ + 1)².

Taking the logarithm and differentiating with respect to ln τ gives

d ln β²/d ln τ = 1 + τ/(τ + 2) − 2τ/(τ + 1).

The last two terms combine over a common denominator:

τ/(τ + 2) − 2τ/(τ + 1) = [τ(τ + 1) − 2τ(τ + 2)]/[(τ + 1)(τ + 2)] = −τ(τ + 3)/[(τ + 1)(τ + 2)].

This is negative, so β² grows more slowly than E. The second effect is the increase of L, which stands in the denominator of 1/S.

Define g = β²/L, so that 1/S = g/C. Both effects make g grow more slowly than E, which means that g/E decreases with energy. For E' < E it follows that

g(E') > (E'/E) g(E).

Inserting this in the path integral gives

P > [g(E)/(C E)] ∫ E' dE' = [1/(S E)] (E² − E_c²)/2.

Division of E/S by P then yields

n < 2 / (1 − E_c²/E²).

For E_c = 1 keV and E = 50 keV, E_c²/E² is 1/2500, and the upper bound is 2 to within 0.001. If the cut-off is neglected, the bound is exactly 2. Close to the cut-off n can exceed 2, because P starts from zero at E_c. The bound does not fix the exponent. For that the stated values are needed:

n = 50 / (1.207 × 23.99) ≈ 1.73.

This is close to the 1.75 of the Grun formula, although it describes path length rather than depth.

The same expression shows why no fixed exponent can hold at every energy. Far above the rest energy β² approaches 1. If the slow change of L is ignored, S is then constant and P grows in proportion to E, so that n tends to 1. That is the limit for collision losses; radiation, which also becomes important there, is not included. At the other end, when E comes down towards the excitation energies of the atoms, L is no longer large and the Bethe law itself loses its basis.

**(d) Explain why R_G is shorter than the path length, and why the two can nevertheless have nearly the same exponent. Use a model in which S = D/E and in which the mean direction cosine u, relative to the incident direction, decays as du/ds = −κu with κ = B/E². Here D and B are constants of the target.**

*Model answer.* An electron's depth is the sum of its path elements, each multiplied by its direction cosine. A cosine cannot exceed 1, so the depth cannot exceed the path length. If there were no deflection, all electrons would travel straight down in the continuous-loss approximation and would deposit energy over the full depth P. Deflection by nuclei moves the deposition towards the surface. At 50 keV the mean free path between elastic collisions in silicon, calculated with the approximate screening parameter used in part (e), is about 53 nm. The number depends noticeably on how the screening is described, but it is in any case much shorter than the path of 24 µm. Most of these deflections are small, but their number makes them effective.

The model gives the size of the shortening. Let E₀ be the initial energy. Energy falls along the path, so ds = −dE/S = −E dE/D. Substitution in the equation for u gives

du/u = −κ ds = (B/E²)(E/D) dE = a dE/E, with a = B/D.

At the surface E = E₀ and u = 1. Integration from there gives

u = (E/E₀)^a.

The mean final depth, in a medium without a surface through which electrons could escape, is

⟨z⟩ = ∫ u ds = ∫ (E/E₀)^a (E/D) dE, from 0 to E₀.

The integrand is E^(a+1) divided by D E₀^a, so

⟨z⟩ = E₀² / [D(2 + a)].

The path length in the same model follows by setting a = 0:

P = E₀²/(2D).

The ratio is

⟨z⟩/P = 2/(2 + a).

It is less than 1 for any a > 0 and does not depend on E₀. Depth and path length therefore have the same exponent in this model. The reason is that deflection per unit energy loss is proportional to 1/E, which contains no energy scale of its own: trajectories at two beam energies are statistically similar figures of different size. The neglected logarithms and relativity disturb this similarity, so outside the model the equality of the exponents is only approximate.

The depth ⟨z⟩ is a mean, whereas R_G is an extrapolated depth towards the far end of the dose curve. The formula for ⟨z⟩/P should therefore not be used to calculate R_G. For the numbers of this question,

R_G/P = 16.06/23.99 ≈ 0.67.

The model also indicates how the target element matters. For nuclear charge number Z, the deflection rate per atom is roughly proportional to Z(Z + 1), where the added 1 allows approximately for deflection by atomic electrons. The energy loss per atom is roughly proportional to Z. Hence a grows roughly as Z + 1, and depth becomes a smaller fraction of path length in heavy elements. This does not by itself mean a smaller mass range. Heavy elements also take less energy from the electron per unit mass, because Z/A is smaller and the mean excitation energy is higher, so the path measured as mass per area is longer. The two changes act in opposite directions, and the model does not say how far they cancel. A coefficient fitted to light targets therefore needs a separate check before it is used for a heavy metal.

**(e) A Monte Carlo calculation that does not use k gives extrapolated ranges of 3.39 ± 0.06 µm at 20 keV and 16.31 ± 0.28 µm at 50 keV, where the uncertainties are statistical standard errors. Do these results support the extrapolation to 50 keV?**

The calculation follows 6000 electrons at each energy through amorphous silicon. Energy is lost continuously according to the relativistic Bethe law, with a mean excitation energy of 173 eV, and each electron is stopped at 1 keV. Elastic collisions follow the screened Rutherford law with the factor Z(Z + 1) and an approximate screening parameter. The range comes from a straight line fitted to the falling dose curve between 80% and 30% of its maximum.

*Model answer.* The Grun formula gives 3.23 µm at 20 keV, inside the fitted interval, and 16.06 µm at 50 keV, outside it. The ratios of simulated to Grun range are

20 keV: 1.050,

50 keV: 1.016.

In this run the agreement is no worse at 50 keV than at 20 keV, but that ordering is not stable, as shown below. The difference is smaller than one quoted standard error at 50 keV and between two and three at 20 keV. These errors should not be read too finely. Each is estimated from the scatter of eight groups of 750 electrons, which fixes it only to about a quarter of its value, and the choice of the fitted part of the curve is not included. A real difference of several per cent is therefore not excluded at either energy. With the same physics, 16000 electrons and slightly finer depth bins, the ranges are 3.37 ± 0.02 µm and 17.1 ± 0.2 µm (ratios 1.04 and 1.07). Other fitted intervals move the 50 keV value between 17.0 and 17.6 µm, and Molière's screening parameter gives 3.7 and 17.6 µm (ratios 1.14 and 1.10). The simulated range at 50 keV is thus known only to about 1 µm.

The exponent between the two energies is

n = ln(16.31/3.39) / ln(50/20) ≈ 1.71.

Its statistical error follows from the relative errors of the two independent ranges, added in quadrature:

δn ≈ √[(0.06/3.39)² + (0.28/16.31)²] / ln 2.5 ≈ 0.03.

The value 1.75 lies a little more than one standard error away. The larger run gives 1.78 and Molière screening 1.71, so the simulated exponent lies between about 1.71 and 1.78, on both sides of 1.75. Within this model, then, the mean growth of the range between 20 and 50 keV is compatible with the power law. Two energies cannot test the form of the curve between them.

The support has a limited strength. The criterion set for the comparison was agreement within 20%, chosen because the cross sections are approximate and published coefficients differ by some 15%. Both energies meet it. Such a comparison cannot decide between k = 0.0398 and k = 0.0457, even though the value of this run at 50 keV happens to lie closer to the former: a shift of about 1 µm, or 6%, puts it midway between the two, and the larger run and the change of screening produce shifts of that size. The simulation leaves out the random spread in energy loss, the transport of energy by fast secondary electrons, and channelling along crystal directions. It is a separate calculation, not a measurement, and it says nothing about 100 keV, where the Grun value of 54.0 µm is a longer extrapolation.

**(f) The silicon is now covered with 500 nm of PMMA resist of density 1.19 g/cm³, in which a 50 keV electron loses about 0.383 keV on a straight passage. How much does this change the range in silicon? What does R_G imply for the written pattern?**

*Model answer.* The electrons enter the silicon with slightly less than 50 keV. The loss is a small fraction of the energy, so the differential from part (b) applies, with k and ρ fixed:

ΔR_G ≈ 1.75 × (0.383/50) × 16.06 µm ≈ 0.215 µm.

Evaluating the full power law at the reduced energy changes this result by less than 0.001 µm, so the linear estimate is sufficient. The change is about 1.3% of R_G, much less than the 15% effect of choosing the other coefficient. Depth is measured here from the silicon surface, and deflection within the resist has been neglected.

The resist is about thirty times thinner than R_G. A 50 keV electron typically crosses it with little energy loss and spends the rest of its energy in the substrate. Some electrons turn round there and leave through the surface. In the simulation of bare silicon at 50 keV this fraction is about 0.17, or one electron in six. Half of those that leave do so within about 6.6 µm of the point of entry, and half farther out. Both numbers depend somewhat on the run and on the screening: the fraction lies between 0.15 and 0.17 and the radius between 6.4 and 6.7 µm.

If resist lies on that surface, the returning electrons expose it micrometres away from the place addressed by the beam. This is the proximity effect: the dose received at one point depends on the pattern written around it. R_G sets the order of magnitude of the distance involved, since 6.6 µm is about 0.4 R_G. It does not set the smallest line width. That depends on the narrow part of the exposure, made by the incoming beam and by low-energy secondary electrons close to it, and on the resist and its development. Nor is 6.6 µm directly the width parameter of a proximity correction, because it counts electrons equally, while exposure depends on the energy each one leaves in the resist.

The assumption of uniform silicon fails on wafers that carry metal layers, particularly heavy ones, which deflect electrons more strongly for the reason given in part (d). The size of that change depends on the metal and its thickness and has not been calculated here. On a membrane much thinner than R_G, most electrons leave through the far side, and R_G no longer describes where the energy is deposited. For bulk silicon under a thin resist, the estimate remains about 16 µm with k = 0.0398, and the choice of coefficient is the largest uncertainty evaluated here. The numerical output lists the values used.

Numbers as computed

```
Beam energy: 50 keV
Silicon density: 2.33 g/cm^3
Grun coefficient k: 0.0398 (um, keV, g/cm^3 units)
Coefficient as mass per area: 3.98 ug/cm^2
Square root of 50: 7.0711
Fourth root of 50: 2.6591
50^1.75: 940.15
k times 50^1.75: 37.418 um g/cm^3
Grun range in silicon: 16.06 um
Mass range: 3.742 mg/cm^2
Relative sensitivity to energy: 1.750
Relative sensitivity to density: -1.000
Factor for doubled energy: 3.364
Grun range at 20 keV: 3.23 um
Grun range at 25 keV: 4.77 um
Grun range at 100 keV: 54.0 um
Other coefficient: 0.0457 (same units)
Range with other coefficient: 18.44 um
Increase with other coefficient: 14.8 %
Bethe stopping power at 50 keV: 1.207 keV/um
Bethe path length, 50 to 1 keV: 23.99 um
Local exponent of path length: 1.728
Grun range / path length: 0.670
Elastic mean free path at 50 keV: 53.2 nm
Simulated electrons per energy: 6000
Simulated range at 20 keV: 3.39 +- 0.06 um
Simulated range at 50 keV: 16.31 +- 0.28 um
Simulated / Grun at 20 keV: 1.050
Simulated / Grun at 50 keV: 1.016
Exponent from simulated ranges: 1.714
Backscattered fraction at 50 keV: 0.171
Median exit radius at 50 keV: 6.56 um
PMMA thickness: 500 nm
PMMA density: 1.19 g/cm^3
Energy lost in PMMA: 0.383 keV
Range reduction from PMMA loss: 0.214 um
```
